# Choosing the segment length when averaging periodograms of resist edges

**What the setting does**

When a power spectrum is estimated from a finite record without window or overlap, the setting to choose is the segment length $L$. Electronic-structure programs that turn molecular-dynamics trajectories into vibrational spectra may offer it as a length of time. For the roughness of a resist edge it is a length in nm, and the analysis is the same with independent edges in place of independent trajectories.

Let $M$ independent segments be averaged at fixed total length $L_{\rm tot}=ML$. For Gaussian roughness, at frequencies away from zero and the Nyquist limit, the relative scatter $s$ of the spectrum and its resolution $W$ are

$$s\simeq\frac{1}{\sqrt M},\qquad W\simeq\frac{0.886}{L},\qquad s^2W\simeq\frac{0.886}{L_{\rm tot}} .$$

Cutting every segment into $K$ parts makes the resolution $K$ times coarser and, if the parts are nearly independent, divides the scatter by about $\sqrt K$. The finite length also shifts the mean of the estimate, by a relative amount $-b/L$ to leading order, where $b$ is a length fixed by the edge correlations and the frequency. The sum of squared bias and variance is then smallest near

$$L_*=(2b^2L_{\rm tot})^{1/3}.$$

**Conventions and the estimator**

An edge displacement $x_n$, $n=0,\dots,N-1$, is sampled at pitch $d$, so $L=Nd$. It is real and stationary, with known zero mean and covariance $R_m=E[x_nx_{n+m}]$, and $\sum_m|m||R_m|$ is finite. Frequency $f$ counts cycles per length, and spectra are two-sided, in nm³. The periodogram and the true sampled spectrum are

$$I(f)=\frac dN|X(f)|^2,\quad X(f)=\sum_{n=0}^{N-1}x_ne^{-2\pi ifnd},\quad P(f)=d\sum_{m=-\infty}^{\infty}R_m\cos(2\pi fmd).$$

The algorithm computes $I$ for every segment and takes the mean $\bar I$ at each frequency. The prefactor follows from Parseval's identity $\sum_j|X(j/L)|^2=N\sum_nx_n^2$, with $j$ running over all $N$ bins:

$$\frac1L\sum_jI(j/L)=\frac1{Nd}\,\frac dN\,N\sum_nx_n^2=\frac1N\sum_nx_n^2 .$$

The area under the periodogram is the mean square displacement.

**Why the scatter falls as the inverse square root**

Let $I_1,\dots,I_M$ be independent periodograms with the same distribution and finite variance. Then

$$\mathrm{Var}(\bar I)=\frac1{M^2}\sum_{a,b}\mathrm{Cov}(I_a,I_b)=\frac1{M^2}\,M\,\mathrm{Var}(I)=\frac{\mathrm{Var}(I)}M,$$

because independence removes the terms with $a\ne b$. Averaging leaves the mean $E[I]$ unchanged. With $c=\sqrt{\mathrm{Var}(I)}/E[I]$ for one periodogram, the relative scatter of the average is therefore

$$s=\frac{\sqrt{\mathrm{Var}(\bar I)}}{E[I]}=\frac c{\sqrt M}.$$

No Gaussian assumption has been used; it enters through the value of $c$. For zero-mean Gaussian variables a fourth moment is the sum over the three ways of pairing the factors:

$$E[X_aX_a^*X_bX_b^*]=E|X_a|^2E|X_b|^2+|E[X_aX_b^*]|^2+|E[X_aX_b]|^2 .$$

Subtracting the product of the means gives

$$\mathrm{Cov}(I_a,I_b)=\left(\frac dN\right)^2\left(|E[X_aX_b^*]|^2+|E[X_aX_b]|^2\right).$$

For $a=b$ the first term is $(E[I])^2$. Division by this quantity yields

$$c^2=1+r^2,\qquad r=\frac{|E[X^2]|}{E|X|^2}.$$

At zero frequency and at Nyquist $X$ is real, so $r=1$ and $c=\sqrt2$. At an interior bin, $f=j/L$ with $0<j<N/2$, write $\theta=2\pi fd$. A lag $m$ contributes to $E[X^2]$ the amount

$$R_me^{-i\theta|m|}\sum_{n=0}^{N-1-|m|}e^{-2i\theta n}.$$

Extended to $n=N-1$, this geometric sum vanishes, since $e^{-2i\theta N}=1$ while $e^{-2i\theta}\ne1$. The actual sum is minus the $|m|$ missing terms, each of modulus one. Hence $|E[X^2]|\le\sum_m|m||R_m|$, and with $E|X|^2=NE[I]/d$,

$$r\le\frac{d\sum_m|m||R_m|}{N\,E[I]} .$$

If $P(f)>0$, the right side vanishes as $1/N$ and $c\to1$. One long segment thus has a scatter near 100 % of its mean, however long it is: extra length supplies new frequency bins, and repetition supplies precision.

In 6400 simulated edges with the covariance of the example below, the scatter over interior bins was 99.94 % for single edges, 49.99 % for averages of 4, 24.97 % for 16 and 12.49 % for 64.

**What a short segment does to resolution**

In $E|X|^2$, lag $m$ occurs for $N-|m|$ pairs of points, so

$$E[I(f)]=d\sum_{|m|<N}\left(1-\frac{|m|}N\right)R_m\cos(2\pi fmd).$$

To read this as a smoothing, insert the inverse relation $R_m=\int P(f')e^{2\pi if'md}\,df'$, taken over one period $1/d$:

$$E[I(f)]=\int P(f')F(f-f')\,df',$$

$$F(f)=d\sum_{|m|<N}\left(1-\frac{|m|}N\right)e^{-2\pi ifmd}=\frac dN\left|\sum_{n=0}^{N-1}e^{-2\pi ifnd}\right|^2=\frac dN\,\frac{\sin^2(\pi fNd)}{\sin^2(\pi fd)} .$$

The second equality counts pairs again, and the third sums a geometric series. Only $m=0$ survives integration over a period, so $F$ has unit area. For $N\gg1$ its main peak is $L[\sin(\pi fL)/(\pi fL)]^2$. This falls to half its height at $|f|L=0.443$, which gives the full width $W=0.886/L$. Since $s^2=L/L_{\rm tot}$ for $c=1$, the product $s^2W$ stated at the start follows.

**How large the bias is**

Subtracting the mean periodogram from $P$ gives

$$P-E[I]=\frac dN\sum_{|m|<N}|m|R_m\cos(2\pi fmd)+d\sum_{|m|\ge N}R_m\cos(2\pi fmd).$$

In the last sum $1\le|m|/N$, so its modulus is at most $(d/N)\sum_{|m|\ge N}|m||R_m|$. This falls faster than $1/N$, because it is $1/N$ times the tail of a convergent sum. Extending the first sum to all lags costs no more. With $1/N=d/L$,

$$\frac{E[I]-P}P\simeq-\frac bL,\qquad b=\frac{d^2}{P}\sum_m|m|R_m\cos(2\pi fmd).$$

For exponentially correlated roughness, $R(\tau)=\sigma^2e^{-|\tau|/\xi}$ with $\xi\gg d$, the sums become integrals at frequencies well below Nyquist. Put $u=2\pi f\xi$ and $a=(1+iu)/\xi$. Then

$$P=2\sigma^2\,\mathrm{Re}\frac1a=\frac{2\sigma^2\xi}{1+u^2},\qquad \int|\tau|R\cos(2\pi f\tau)\,d\tau=2\sigma^2\,\mathrm{Re}\frac1{a^2}=\frac{2\sigma^2\xi^2(1-u^2)}{(1+u^2)^2},$$

and their ratio is

$$b=\xi\,\frac{1-u^2}{1+u^2}.$$

Below $u=1$ the estimate is too low; above it, power leaking from low frequencies makes it too high. The relative bias stays within about $\xi/L$ of zero, so for this spectrum segments much longer than $\xi$ suffice. A smooth spectrum that falls more steeply can suffer more from leakage.

A narrow peak needs longer segments. Take a wiggle $R(\tau)=\sigma_w^2e^{-|\tau|/\ell}\cos(2\pi f_w\tau)$. At $f=f_w$ the product of cosines is $\frac12[1+\cos(4\pi f_w\tau)]$. The second term is the negative-frequency image, negligible when $f_w\ell\gg1$ and $f_wL\gg1$. The measured height is then

$$\sigma_w^2\int_0^L\left(1-\frac\tau L\right)e^{-\tau/\ell}d\tau
=\sigma_w^2\left[\ell(1-e^{-L/\ell})-\frac{\ell^2-\ell(L+\ell)e^{-L/\ell}}L\right].$$

The terms $\mp\ell e^{-L/\ell}$ cancel. Relative to the true height $\sigma_w^2\ell$, the fraction kept is

$$h=1-\frac\ell L\left(1-e^{-L/\ell}\right).$$

For $L\gg\ell$ the loss is $\ell/L$. For $L\ll\ell$, expanding the exponential to second order gives $h\simeq L/(2\ell)$: the measured height is then $\sigma_w^2L/2$, and the coherence length $\ell$ has dropped out.

**The best compromise**

To leading order the squared relative error is

$$e^2=\frac{b^2}{L^2}+\frac L{L_{\rm tot}},\qquad \frac{de^2}{dL}=-\frac{2b^2}{L^3}+\frac1{L_{\rm tot}}=0,$$

which gives $L_*^3=2b^2L_{\rm tot}$. The second derivative $6b^2/L^4$ is positive, so this is a minimum. There the variance $L_*/L_{\rm tot}=2b^2/L_*^2$ is twice the squared bias, and $e_*=\sqrt3\,|b|/L_*$. If $L$ is readjusted as data accumulate, and the edges are long enough to allow it, this leading-order error falls as $L_{\rm tot}^{-1/3}$; the inverse square root describes the scatter at fixed $L$.

The rule needs $L_*$ well above $|b|$ and the correlation lengths, and nearly independent segments. Where $b$ passes through zero it would return a vanishing length and cannot be used. If $L_*$ exceeds the measured edge, leave the edges uncut.

**A worked case**

Take 50 edges of 2048 nm at 2 nm pitch, so $L_{\rm tot}=102400$ nm. The background has rms 1.2 nm and $\xi=20$ nm. The wiggle has rms 0.3 nm, period 64 nm and $\ell=200$ nm. Its height is $0.3^2\times200=18.0$ nm³ in a total spectrum of 29.92 nm³ at $f_w=15.6$ µm⁻¹. The table holds the edges fixed and varies the cutting. Scatter is relative to the mean estimate; total error combines bias and scatter relative to the true spectrum.

| $L$ (nm) | $M$ | $W$ (µm⁻¹) | Mean (nm³) | Scatter (%) | Total error (%) |
|---:|---:|---:|---:|---:|---:|
| 2048 | 50 | 0.43 | 28.2 | 14.1 | 14.5 |
| 1024 | 100 | 0.87 | 26.6 | 10.0 | 14.3 |
| 512 | 200 | 1.73 | 23.7 | 7.2 | 21.5 |
| 256 | 400 | 3.46 | 20.3 | 5.1 | 32.3 |
| 128 | 800 | 6.92 | 17.7 | 3.7 | 40.8 |

At 1024 nm the mean is $26.568/29.923=0.888$ of the truth, a bias of $-11.2$ %. The scatter relative to the truth is $0.888\times10.02=8.9$ %, and $\sqrt{11.2^2+8.9^2}=14.3$ %. At 128 nm the estimate is reproducible and wrong: one simulated set of 50 edges gave 17.97 nm³, close to the mean of 17.73 nm³ and far below the true value.

Segments cut from one edge are not independent, so the scatter in the table uses the full covariance formula. At 128 nm it is 3.67 %, against 3.54 % for $1/\sqrt M$. The penalty is small here, although $\ell$ exceeds $L$, because the background dilutes the correlation carried by the wiggle. The wiggle supplies only 4.7 of the 17.7 nm³, so the correlation it carries between the Fourier coefficients of two segments is at most $4.7/17.7=0.27$. Correlations enter squared, which leaves a covariance of at most about 0.07 in units of the squared mean. A narrow peak without background would pay a larger penalty.

At the wiggle $b=115.5$ nm, so

$$L_*=(2\times115.5^2\times102400)^{1/3}\ \text{nm}\simeq1398\ \text{nm}.$$

A scan over segment lengths, treating segments as independent and without expanding the bias, also has its minimum at 1398 nm, with an error of 13.5 %. The leading-order error $\sqrt3\times115.5/1398=14.3$ % is slightly larger because it ignores that the scatter shrinks with the biased mean. The minimum is shallow: uncut edges and half edges both come within one percentage point of it.

At the smoother frequency 3.9 µm⁻¹, $b=11.7$ nm. The rule gives 304 nm and the scan 296 nm, with an error of 6.5 %. One segment length cannot serve both features best.

**How to choose the setting**

1. Decide which feature matters. To keep about 90 % of a narrow peak's height, use $L\ge10\ell$. Matching $W$ to the peak's natural full width $1/(\pi\ell)$ is not enough: here that means $L=0.886\pi\ell\simeq557$ nm, and at 512 nm the wiggle keeps 64 % of its height.

2. Estimate the bias by halving the segments. To leading order $E[I_{2L}]-E[I_L]=P(b/L-b/2L)=Pb/(2L)$, which is the amount still missing at length $2L$. The means at 2048 and 1024 nm differ by $28.235-26.568=1.67$ nm³, and the true deficit at 2048 nm is 1.69 nm³. A single data set is noisier: the simulated one gave $31.727-28.397=3.33$ nm³. Over repeated sets of 50 edges the standard deviation of this difference exceeds its mean, so here it cannot fix $b$ at the wiggle. Averaging over neighbouring bins where the spectrum is smooth reduces the scatter but may not suffice: at 3.9 µm⁻¹ the expected difference between these two lengths is only $11.7/2048=0.6$ % of $P$, while its scatter in one bin is about 10 %. Use the difference only when it stands clear of its own scatter; multiplied by $2L/P$, with $P$ estimated as the longer-segment mean plus the difference, it gives $b$. With few edges, compute $b$ from a fitted covariance model instead, and treat it as no better than that model.

3. Insert $b$ in the rule for $L_*$, cap the result at the edge length, and prefer a longer segment if peak shape matters more than scatter.

4. Remove the mean and tilt from the uncut edge. Fitting a straight line to each 128 nm segment lowers the wiggle bin by 13 %; fitting it to the full 2048 nm edge changes that bin by $-0.03$ %, though it lowers the first nonzero bin by 32 %.

**Where real edges depart from the model**

The background values are round numbers in the rough range of extreme-ultraviolet chemically amplified resist lines seen in a scanning electron microscope; the wiggle is chosen for illustration and is not typical. The averaging relies on independence between edges, which shared mask errors or a shared scan distortion can break. If every pair has coefficient correlation $C$, the covariance formula with $r$ neglected gives

$$s^2=\frac{M+M(M-1)C^2}{M^2}=\frac{1+(M-1)C^2}M .$$

For $C=0.1$ the scatter of 50 edges rises from 14.1 % to 17.3 %, and no number of edges takes it below $C$. Roughness power that varies from edge to edge does less harm. Let $I=vI_0$, with $v$ independent of $I_0$, mean one and variance $w^2$. Since $E[I_0^2]=2(E[I_0])^2$ for $c=1$, one finds $c^2=2(1+w^2)-1=1+2w^2$. A 20 % spread gives $c=1.04$, and the $1/\sqrt M$ law stands for $M$ uncut edges. Parts cut from one edge share its $v$, so cutting does not average the spread away. For $M_e$ edges, each cut into $K$ otherwise independent parts with $c=1$, the mean over the parts has second moment $(1+1/K)(E[I_0])^2$, so $s^2=[(1+w^2)(1+1/K)-1]/M_e=[w^2+(1+w^2)/K]/M_e$. This never falls below $w^2/M_e$: for 50 edges and $w=0.2$ the floor is 2.8 %, and at $K=16$ the scatter is 4.6 % instead of 3.5 %.

Measurement also changes the spectrum itself. An assumed edge-location noise of 0.4 nm rms, independent from point to point, adds $d\times0.4^2=0.32$ nm³ at all frequencies. This is 1 % of the spectrum at the wiggle but 2.2 times the roughness spectrum at Nyquist. Aliasing raises the sampled spectrum above the continuous one by 0.2 % at the wiggle and by a factor 2.5 at Nyquist. A Gaussian blur of 2 nm standard deviation along the edge removes 4 % of the power at the wiggle. Each effect is quoted alone, and the Nyquist figures hold for point sampling without blur. The same blur multiplies the roughness power at Nyquist by $e^{-(2\pi\times0.25\times2)^2}=e^{-\pi^2}\simeq5\times10^{-5}$, so with it the highest bins hold almost only noise. Neither more edges nor longer segments cure these errors; they call for a noise measurement, a finer pitch or a sharper probe. The numerical output below gives the remaining digits.

## Numbers as computed

```
Edges: 50, length 2048 nm, pitch 2 nm
Total edge length: 102400 nm
Background: rms 1.2 nm, correlation length 20 nm
Wiggle: rms 0.3 nm, period 64 nm, coherence length 200 nm
Wiggle frequency: 15.625 1/um
Wiggle natural full width 1/(pi ell): 1.592 1/um
True sampled spectrum at wiggle: 29.923 nm^3
  of which wiggle component: 18.012 nm^3
Kernel full width times L: 0.8859
Simulated edges for tests: 6400
Simulated scatter, M=1: 99.94 % (1/sqrt(M): 100.00 %)
Simulated scatter, M=4: 49.99 % (1/sqrt(M): 50.00 %)
Simulated scatter, M=16: 24.97 % (1/sqrt(M): 25.00 %)
Simulated scatter, M=64: 12.49 % (1/sqrt(M): 12.50 %)
Single-segment c at wiggle, L=2048 nm: 1.00001
Single-segment c at wiggle, L=128 nm: 1.00556
Table at wiggle frequency; columns:
 L nm, M, width 1/um, mean nm^3, wiggle height kept,
 ideal scatter %, true scatter %, total error %, one run nm^3
 2048   50  0.433  28.235 0.9025  14.14  14.14  14.49  31.727
 1024  100  0.865  26.568 0.8061  10.00  10.02  14.31  28.397
  512  200  1.730  23.714 0.6401   7.07   7.15  21.51  24.021
  256  400  3.461  20.326 0.4367   5.00   5.14  32.26  20.235
  128  800  6.921  17.733 0.2624   3.54   3.67  40.80  17.970
Best length, wiggle: frequency 15.625 1/um, b 115.53 nm
  rule 1398 nm, scan 1398 nm
  error at rule 13.53 %, scan 13.53 %
Best length, smooth: frequency 3.906 1/um, b 11.69 nm
  rule 304 nm, scan 296 nm
  error at rule 6.49 %, scan 6.49 %
Neglected effects:
Aliasing, sampled/continuous at wiggle: 1.0016
Aliasing, same ratio at Nyquist: 2.468
Nyquist frequency: 250 1/um
Noise rms 0.4 nm gives floor 0.320 nm^3
  floor/spectrum at wiggle: 0.0107
  floor/spectrum at Nyquist: 2.210
Blur std 2 nm, power kept at wiggle: 0.9622
Line removal, L=2048 nm, first bin: -31.57 %
Line removal, L=2048 nm, wiggle: -0.032 %
Line removal, L=128 nm, wiggle: -12.98 %
Edge coherence 0.1: scatter for 50 edges 17.26 %
Power spread 20 %: single-edge c 1.0392
```
